# Metal-trapping capacity of small cavities in silicon, with curvature correction

A flat slit 20 nm wide, buried in silicon, offers about $1.4\times10^{15}$ wall sites per cm² of wafer. The same empty volume divided into spheres of radius 10 nm offers $4.2\times10^{15}$. The site density on the walls is taken as $7\times10^{14}$ cm⁻² in both cases, so the factor of three comes from geometry. If exposed silicon atoms are counted instead, the factor depends on the slit plane: 3.9 for (100), 3.4 for (111) and 2.8 for (110).

## The leading law

Let $t$ be the total cavity volume divided by the wafer area. It is a length: the thickness of the continuous empty layer with the same volume. It is not the width of the band in which the cavities lie. Assume separate spheres of equal radius $r$, with $N_A$ of them per unit wafer area. The volume fixes their number:

$$N_A\,\frac{4\pi r^3}{3}=t \quad\Rightarrow\quad N_A=\frac{3t}{4\pi r^3}.$$

Multiplying by the area of one sphere gives the wall area per wafer area,

$$N_A\,4\pi r^2=\frac{3t}{4\pi r^3}\,4\pi r^2=\frac{3t}{r}.$$

If each wall site holds one metal atom and there are $s$ sites per unit wall area, full walls hold

$$S=\frac{3ts}{r}.$$

For $t=20$ nm and $r=10$ nm the area ratio is $3\times20/10=6$, and

$$S=6\times7\times10^{14}\ \text{cm}^{-2}=4.2\times10^{15}\ \text{cm}^{-2},$$

or about $4\times10^{15}$ atoms/cm². One cavity has a volume of 4189 nm³ and about 8800 sites, and there are $4.8\times10^{11}$ cavities per cm².

A slit has two faces whatever its width, so its area ratio is 2. The spheres have more wall when $3t/r>2$, that is, when $r<3t/2=30$ nm. At fixed $t$ the capacity varies as $1/r$. If equal spheres merge in pairs, volume conservation gives $r\to2^{1/3}r$, and the capacity falls by the factor $2^{-1/3}=0.79$.

$S$ counts one layer of metal on the walls. Metal that fills the interior as a separate phase is not included.

## Where the site density comes from

The value of $s$ can be compared with the number of silicon atoms exposed at a wall. Let $a=0.5431$ nm be the lattice parameter, $n=8/a^3$ the atom density and $b=\sqrt3\,a/4=0.235$ nm the bond length. Call an atom a wall atom if at least one of its four neighbours has been removed.

Take a plane with unit normal $\mathbf u$ pointing into the silicon. An atom at height $h$ above it is a wall atom if one of its bonds reaches down by more than $h$. Silicon has two sublattices, each of density $n/2$, with opposite bond vectors $\pm\mathbf b_i$. Averaged over the position of the plane, the wall-atom density is therefore

$$\frac n2\left[\max_i(\mathbf b_i\cdot\mathbf u)+\max_i(-\mathbf b_i\cdot\mathbf u)\right].$$

On (100) both maxima are $b/\sqrt3$, which gives $nb/\sqrt3=2/a^2=6.8\times10^{14}$ cm⁻². On (111) they are $b$ and $b/3$, which gives $2nb/3=4/(\sqrt3a^2)=7.8\times10^{14}$ cm⁻². The chosen $7\times10^{14}$ lies between them, near the low end of what silicon planes expose: (113) gives $8.2\times10^{14}$ and (110) gives $9.6\times10^{14}$ cm⁻². That each wall atom binds one metal atom remains an assumption of the model.

A sphere presents every orientation, so we need the average of $\hat p=\max_i(\mathbf b_i\cdot\mathbf u)/b$ over all directions. By symmetry the sphere of directions divides into four equal cells, each of solid angle $\pi$, according to which bond is closest to $\mathbf u$. Put the polar axis along that bond, so that $\hat p=\cos\theta$. A neighbouring bond makes an angle with cosine $-1/3$ and sine $2\sqrt2/3$. The cell ends where the two projections are equal:

$$\cos\theta=-\tfrac13\cos\theta+\tfrac{2\sqrt2}{3}\sin\theta\cos\phi
\quad\Rightarrow\quad \tan\Theta=\frac{\sqrt2}{\cos\phi},\qquad
\cos^2\Theta=\frac{\cos^2\phi}{2+\cos^2\phi}.$$

This holds for $|\phi|<\pi/3$, and three such sectors make the cell. Integrating $\cos\theta\sin\theta$ from 0 to $\Theta$ gives $(1-\cos^2\Theta)/2=1/(2+\cos^2\phi)$. With $x=\tan\phi$,

$$m\equiv\langle\hat p\rangle=\frac3\pi\int_{-\pi/3}^{\pi/3}\frac{d\phi}{2+\cos^2\phi}
=\frac3\pi\int_{-\sqrt3}^{\sqrt3}\frac{dx}{3+2x^2}
=\frac{\sqrt6}{\pi}\arctan\sqrt2=0.745.$$

To leading order a sphere therefore exposes $nbm=8.75\times10^{14}$ wall atoms per cm². A direct count around a sphere of radius 10 nm in the lattice, averaged over three positions of its centre, gives $8.85\times10^{14}$. The excess of about 1% is of the size expected from curvature.

## The first correction in $b/r$

The small parameter is $b/r=0.0235$. Place an atom at distance $r+h$ from the cavity centre, in direction $\mathbf u$. Let one of its bonds have inward component $p$. Its neighbour lies inside the cavity if

$$(r+h)^2-2(r+h)p+b^2<r^2.$$

Equality is a quadratic equation for $r+h$, whose relevant root is

$$r+h=p+\sqrt{r^2-b^2+p^2}
\quad\Rightarrow\quad h=p-\frac{b^2-p^2}{2r}+\dots$$

The root grows with $p$, so the bond with the largest inward component sets the thickness of the wall zone. The zone's volume per solid angle, divided by $r^2$, is

$$\frac1{r^2}\int_r^{r+h}y^2\,dy=h+\frac{h^2}{r}+\dots
=p+\frac{3p^2-b^2}{2r}+\dots$$

Two effects compete here. The shell widens outwards, which adds $p^2/r$. The wall also curves away from the sideways part of the bond, which removes $(b^2-p^2)/2r$.

The average now requires $q=\langle\hat p^2\rangle$. The polar integral of $\cos^2\theta\sin\theta$ is $(1-\cos^3\Theta)/3$. With $z=\sin\phi$, one sector contributes

$$\int\cos^3\Theta\,d\phi=\int_{-\sqrt3/2}^{\sqrt3/2}\frac{1-z^2}{(3-z^2)^{3/2}}dz
=\left[\arcsin\frac z{\sqrt3}-\frac{2z}{3\sqrt{3-z^2}}\right]_{-\sqrt3/2}^{\sqrt3/2}
=\frac\pi3-\frac4{3\sqrt3}.$$

Here $1-z^2=(3-z^2)-2$ was used to split the integrand. Three sectors give

$$q=\frac1{3\pi}\left[2\pi-\left(\pi-\frac4{\sqrt3}\right)\right]=\frac13+\frac4{3\sqrt3\,\pi}.$$

Hence $(3q-1)/2=2/(\sqrt3\pi)=0.368$, and the density of wall atoms on a sphere is

$$s_{\rm wall}=nb\left[m+\frac{2}{\sqrt3\,\pi}\frac br+\dots\right].$$

The relative correction is $(0.368/0.745)\times0.0235=1.16\%$. It raises $8.748\times10^{14}$ to $8.85\times10^{14}$ cm⁻², close to the count of $8.847\times10^{14}$. The scatter between centre positions was not evaluated, so the closeness of this match is not a precise test of the coefficient.

Broken bonds behave differently. Every bond with $p>0$ now counts, not just the most inward one. Over a hemisphere $\langle p^2\rangle=b^2/3$, so the term $3p^2-b^2$ averages to zero. The leading density is $nb=1.174\times10^{15}$ cm⁻², because there are four bonds per atom and the positive part of a direction cosine averages to $1/4$. The count gives $1.173\times10^{15}$, with no visible first-order shift.

The sign of the correction to the capacity depends on what is held fixed. With one metal atom per silicon wall atom, curvature adds 1.2%. If instead the metal forms a layer of fixed density $s$ one bond length inside the wall, its area is multiplied by

$$\left(1-\frac br\right)^2=1-\frac{2b}{r}+\dots\approx0.95.$$

A full bond length inside radius $r$ is a generous inset. The wall atoms lie on average $0.39b$ outside $r$, so a layer one bond in from them has a factor of about 0.97, and the vacated lattice sites next to the wall number only 1.2% fewer than $nbm$ per unit area. Either change is small for $r=10$ nm. Averaged over centre positions, the first-order wall-atom density stays within about 2% of the lattice count at $r=3b$ and about 5% at $r=2b$; at such sizes single cavities scatter by about 5% around the average.

## Corrections that do not vanish with $b/r$

**Spread of radii.** For unequal spheres the ratio of total area to total volume replaces $r$ by $\langle r^3\rangle/\langle r^2\rangle$. For a lognormal distribution of mean $\bar r$ and relative standard deviation $v$, the moments are $\langle r^k\rangle=\bar r^{\,k}(1+v^2)^{k(k-1)/2}$. Therefore

$$\frac{\langle r^3\rangle}{\langle r^2\rangle}=\bar r\,\frac{(1+v^2)^3}{1+v^2}=\bar r(1+v^2)^2.$$

With $v=0.3$ the effective radius is 11.9 nm. At fixed mean radius and fixed $t$, the capacity is multiplied by 0.84.

**Facets.** Consider a regular truncated octahedron of edge $\ell$, with six square (100) faces and eight hexagonal (111) faces. Its area is $A=(6+12\sqrt3)\ell^2$. Its volume is that of an octahedron of edge $3\ell$ less six corner pyramids, $V=9\sqrt2\,\ell^3-\sqrt2\,\ell^3=8\sqrt2\,\ell^3$. A sphere of volume $V$ has area $(36\pi V^2)^{1/3}$, so the area ratio is 1.10. Weighting the two planar site densities by facet area gives $7.6\times10^{14}$ cm⁻², and the capacity becomes $6\times1.099\times7.595\times10^{14}=5.0\times10^{15}$ cm⁻². This neglects the edges, which add about 1% at this size. This exceeds $4.2\times10^{15}$ partly because the site density is now a count of wall atoms instead of the chosen $7\times10^{14}$. Counted in the same way, round spheres hold $5.3\times10^{15}$ cm⁻², so these facets add area but slightly lower the number of wall atoms. The sign depends on the shape: it reverses when the (100) faces shrink below about 7% of the area, and a pure (111) octahedron gives $5.6\times10^{15}$ cm⁻².

## When are the walls full?

Capacity is an upper limit for this single layer. To find the occupied fraction $\theta$, let each independent site bind a metal atom with energy $E_b$ relative to solution. The number of ways of filling the sites gives the chemical potential $-E_b+kT\ln[\theta/(1-\theta)]$. For a dilute solution of concentration $c$, with one solution site per silicon atom and no vibrational factor, it is $kT\ln(c/n)$. Dissolved copper is Cu⁺, so the copper values below hold for doping under the intrinsic carrier density, about $10^{18}$ cm⁻³ at 700 °C; with $10^{19}$ acceptors per cm³ the dissolved amount is about twelve times larger if all acceptors are ionised and about nine times larger for an isolated 45 meV acceptor level, ion pairing not included. Equating the two,

$$\frac{\theta}{1-\theta}=\frac c{c_{1/2}},\qquad c_{1/2}=n\,e^{-E_b/kT}.$$

Take copper at 700 °C, where $kT=0.0839$ eV, with the rough value $E_b=2.2$ eV. Then $c_{1/2}=2.0\times10^{11}$ cm⁻³.

**Nearly full walls.** For $c\gg c_{1/2}$, $\theta=1-c_{1/2}/c+\dots$. Copper silicide limits the equilibrium concentration. With a rough silicide energy of 1.5 eV on the same scale, $c=n\,e^{-1.5\ \mathrm{eV}/kT}=8.5\times10^{14}$ cm⁻³. This is a model value: the measured solubility of copper at 700 °C is about $10^{16}$ cm⁻³, roughly twelve times larger, since the usual fit has nearly the same energy but a prefactor about eleven times $n$. With the model value the empty fraction is $2.0\times10^{11}/8.5\times10^{14}=2.4\times10^{-4}$; the measured one gives $2\times10^{-5}$ only if $c_{1/2}$ keeps the prefactor $n$, and about $2\times10^{-4}$ again if $c_{1/2}$ carries the same factor of eleven. A prefactor ten times less favourable to the walls still leaves $\theta=0.998$. In equilibrium the walls therefore nearly fill before silicide is stable, provided the sites are independent and $E_b$ exceeds the silicide energy by a wide margin, here $8kT$. A gap of 0.3 eV ($3.6kT$) gives $\theta=0.97$, and only 0.78 with the tenfold prefactor; a mean-field repulsion between copper atoms of 0.6 eV at full coverage lowers $\theta$ to 0.88 even with the 0.7 eV gap.

**Nearly empty walls.** Let a wafer of thickness $W=0.7$ mm contain a copper dose $D=10^{13}$ cm⁻². Conservation of copper reads

$$D=\theta S+Wc_{1/2}\frac{\theta}{1-\theta}.$$

Since $Wc_{1/2}=1.4\times10^{10}$ cm⁻² is far below $S$, $\theta\approx D/S=0.0024$. The dissolved fraction is

$$\frac{Wc}{D}\approx\frac{Wc_{1/2}}S\left(1+\frac DS\right)\approx3.4\times10^{-6}.$$

It is uncertain by one to two orders of magnitude: a change of 0.1 eV in $E_b$ alters it by $e^{0.1/0.0839}\approx3.3$, a change of 0.2 eV by about 11, and it scales in proportion to the omitted prefactor, which for the solubility is about eleven.

These are equilibrium results. With a rough diffusivity of $4\times10^{-5}$ cm²/s, the time scale for copper to cross the wafer is $W^2/D_{\rm Cu}\approx120$ s, but reaching them takes longer: with the cavity layer as a sink on one face, the dissolved excess decays with time constant $4W^2/(\pi^2D_{\rm Cu})\approx50$ s, so, for copper spread uniformly at the start, about 7% is left after 120 s (11% if it starts on the far face) and the dissolved fraction is still $8\times10^{-6}$ after 600 s, falling to $4\times10^{-6}$ after 700 s. Filling the walls from a source on the far side takes about $S/(Wc)$ times $W^2/D_{\rm Cu}$, because they hold $S/(Wc)$ times the copper dissolved in the wafer at the silicide limit. This ratio is about 70 with the model solubility and about 6 with the measured one.

## The model beside a real cavity layer

Cavities of this size can be made in silicon by implanting light ions and annealing. The example is a heavy treatment: the missing volume corresponds to $1.0\times10^{17}$ silicon atoms per cm². In a band 200 nm wide the void fraction is 10% and the centre spacing on a simple cubic array is 35 nm, which leaves room for separate spheres 20 nm in diameter; placed at random without overlap, nearest neighbours are about 25 nm apart. Real cavities have facets and a spread of sizes, and they coarsen. Using wall-atom densities on faceted cavities gives about $5\times10^{15}$ cm⁻². Size spread, one round of pair merging and the one-bond inset together lower the spherical estimate to $4.2\times0.842\times0.794\times0.953\times10^{15}\approx2.7\times10^{15}$ cm⁻²; this product slightly overstates the loss, because the inset factor is that for 10 nm and 0.794 holds only for partners of equal size. Merging random pairs from the distribution gives a merging factor of 0.82 and a total of $2.8\times10^{15}$ cm⁻². These are two illustrative cases, not bounds. A second impurity competes for the same sites through its own ratio $c/c_{1/2}$, so binding energy alone does not decide the share: atoms pushed off the walls raise its dissolved concentration. If it starts on half the walls and can neither leave the 0.7 mm wafer nor precipitate, copper at the model silicide limit displaces only 20% of it for a binding energy of 2.0 eV, 67% for 1.8 eV and 95% for 1.6 eV. With the measured copper solubility these become about 69%, 95% and over 99%. The displaced atoms must stay dissolved at $0.6$ to $3\times10^{16}$ cm⁻³, 7 to 34 times the model silicide limit of copper; an impurity that precipitates before reaching this is displaced further. The estimate supports about $4\times10^{15}$ atoms/cm², with the two combined cases above at 3 and $5\times10^{15}$; one metal atom per broken bond instead of per wall atom would give $7\times10^{15}$. The main values are in the numerical output below.

## Numbers as computed

```
Cavity radius: 10 nm
Equivalent void layer: 20 nm
Assumed wall-site density: 7e+14 cm^-2
Volume of one cavity: 4189 nm^3
Cavities per wafer area: 4.775e+11 cm^-2
Wall area / wafer area: 6
Sites per cavity: 8796
CAPACITY: 4.2e+15 atoms/cm^2
Flat-slit capacity, two faces: 1.4e+15 atoms/cm^2
Radius where slit and cavities tie: 30 nm
Silicon lattice parameter: 0.5431 nm
Silicon bond length: 0.2352 nm
Silicon atom density: 4.994e+22 cm^-3
Wall atoms on (100): 6.781e+14 cm^-2
Wall atoms on (111): 7.83e+14 cm^-2
Mean tetrahedron support / bond length: 0.7449
Sphere wall atoms, predicted: 8.748e+14 cm^-2
Sphere wall atoms, counted: 8.847e+14 cm^-2
Sphere broken bonds, predicted: 1.174e+15 cm^-2
Sphere broken bonds, counted: 1.173e+15 cm^-2
Atoms removed per cavity, counted: 209189
Wall atoms per cavity, counted: 1.112e+04
Silicon atoms missing per wafer area: 9.988e+16 cm^-2
Capacity from atom count: 5.308e+15 atoms/cm^2
Relative radius spread: 0.3
Effective radius with spread: 11.88 nm
Capacity factor, size spread: 0.8417
Capacity factor, pair merging: 0.7937
Capacity factor, one-bond inset: 0.9535
Low combined capacity: 2.675e+15 atoms/cm^2
Area factor, faceting: 1.099
Fraction of facet area on (111): 0.776
Mean facet site density: 7.595e+14 cm^-2
Faceted capacity: 5.008e+15 atoms/cm^2
Cavity-band width: 200 nm
Void fraction in band: 0.1
Mean centre spacing: 34.73 nm
Annealing temperature: 700 C
Thermal energy: 0.08386 eV
Rough copper wall binding: 2.2 eV
Rough copper silicide energy: 1.5 eV
Half-filling concentration: 2.018e+11 cm^-3
Silicide-limit concentration: 8.515e+14 cm^-3
Wafer thickness: 0.7 mm
Total copper dose: 1e+13 cm^-2
Copper concentration before trapping: 1.429e+14 cm^-3
Wall occupancy at this dose: 0.002381
Dissolved copper after trapping: 4.817e+08 cm^-3
Dissolved copper per wafer area: 3.372e+07 cm^-2
Dissolved fraction of copper: 3.372e-06
Wall occupancy at silicide limit: 0.999763
Same, tenfold worse prefactor: 0.997635
Canonical test, mean trapped: 614.194 atoms
Occupancy-law test, trapped: 613.999 atoms
Rough copper diffusivity: 4e-05 cm^2/s
Diffusion time scale W^2/D: 122.5 s
```
